Appearance Energy of CF₃⁺ from CF₄: Threshold and Observed Onset

**Problem**

In a CF₄ plasma, dissociative ionization produces CF₃⁺ ions. Two energies are given: the CF₃–F bond energy, D₀ = 5.6 eV, and the ionization energy of the CF₃ radical, IE = 9.1 eV. Both are taken as 0 K values: each molecule or fragment starts and ends in its lowest level, zero-point vibration included. A free electron at rest has zero energy. The electron affinity of fluorine is roughly EA = 3.4 eV.

(a) Find the lowest energy at which CF₄ can give CF₃⁺ + F + e⁻, and the uncertainty caused by the rounding of the two inputs.

(b) Find the corresponding energy when the partner is F⁻ instead of F.

(c) Decide whether the result of (a) is the appearance energy, an upper bound on it or a lower bound.

(d) Examine a model with one coordinate, x = r − rₑ, where r is the distance between F and a rigid CF₃ and rₑ is its equilibrium value in the neutral molecule. The potential curves of the neutral and the ion are

Vₙ(x) = Dₑ(1 − e^(−ax))²

Vᵢ(x) = Dₑ + IE + A e^(−ax), with A > 0.

Take a = 2.0 Å⁻¹, A = 1.5 eV and fragment masses of 69 u and 19 u. Find where the ion continuum begins, and how far above that limit ionization typically deposits its energy.

(e) Find how the translational energy released is divided between CF₃⁺ and F.

**Solution**

**(a) The energy balance**

Let E(X) be the energy of species X in its lowest level. The two given quantities are defined by

D₀ = E(CF₃) + E(F) − E(CF₄)

IE = E(CF₃⁺) − E(CF₃).

The energy required for the complete process is

E_th = E(CF₃⁺) + E(F) − E(CF₄).

Add and subtract E(CF₃) on the right and group the terms:

E_th = [E(CF₃) + E(F) − E(CF₄)] + [E(CF₃⁺) − E(CF₃)] = D₀ + IE.

The radical CF₃ cancels. It serves as a bookkeeping intermediate, and the molecule need not break first and ionize afterwards. With the given values,

E_th = 5.6 eV + 9.1 eV = 14.7 eV,

or about 1420 kJ/mol. Each input is rounded to 0.1 eV and so may be off by 0.05 eV. If both errors have this largest size and the same sign, the sum is off by 0.1 eV, which gives a range of 14.6 to 14.8 eV. This covers rounding alone, not the errors of the measurements or calculations behind the inputs.

The ionization energy must be the adiabatic one, from lowest level to lowest level. A vertical value, the mean energy needed to ionize CF₃ before its nuclei move, is ⟨0|H⁺|0⟩ − E(CF₃), where |0⟩ is the vibrational ground state of the radical and H⁺ the vibrational Hamiltonian of the ion. By the variational principle ⟨0|H⁺|0⟩ cannot lie below E(CF₃⁺). A vertical value is therefore at least as large as IE, and using it would raise the computed threshold by ⟨0|H⁺|0⟩ − E(CF₃⁺).

**(b) The ion-pair channel**

The electron affinity is the energy released when F binds an electron:

EA = E(F) − E(F⁻).

For CF₄ → CF₃⁺ + F⁻ the required energy is

E_pair = E(CF₃⁺) + E(F⁻) − E(CF₄).

Substituting E(F⁻) = E(F) − EA gives

E_pair = E_th − EA = 14.7 eV − 3.4 eV = 11.3 eV,

a rough value because EA is rough. A CF₃⁺ signal from cold CF₄ between about 11.3 eV and 14.7 eV would thus not contradict part (a), since it could come from this channel. The balance says that the channel is open in that range, not how strong it is. Detecting F⁻ in coincidence with CF₃⁺ would identify it. Below about 11.3 eV the ion-pair channel is closed too for cold CF₄, and it cannot explain a signal there.

**(c) Threshold and appearance energy**

The appearance energy is the lowest supplied energy at which the fragment is observed. Let W be the energy supplied: the photon energy in photoionization, or the collision energy in the centre-of-mass frame in electron impact. If CF₄ starts in its lowest level, energy conservation for the neutral-F channel reads

W = E_th + K + E_int + Kₑ.

Here K is the translational energy of the two fragments, E_int their internal energy above their lowest levels, and Kₑ the total kinetic energy of the outgoing electrons. None of these three terms can be negative, so

W ≥ E_th.

The 14.7 eV is therefore a lower bound on the appearance energy of CF₃⁺ + F from cold CF₄. The observed onset reaches the bound if fragments with K, E_int and Kₑ all near zero are formed with detectable probability, and quickly enough to be counted. A barrier on the way to the fragments, or a decay slower than the observation time, can raise the onset.

The bound is lowered if CF₄ starts with internal energy E*. That energy appears on the left of the balance, W + E* = E_th + K + E_int + Kₑ, so that W ≥ E_th − E*. In a plasma with vibrationally hot CF₄, the cold-gas bound no longer applies.

**(d) Why the onset can lie above the threshold**

*The neutral ground level.* Let μ be the reduced mass of the two fragments and k = ħ²/(2μ). The neutral Hamiltonian is

Hₙ = −k d²/dx² + Dₑ(1 − e^(−ax))².

Introduce

λ = √(Dₑ/k)/a, z = 2λ e^(−ax).

Then Dₑ = ka²λ² and e^(−ax) = z/(2λ), and the potential becomes

Vₙ = ka²(λ² − λz + z²/4).

Try ψ = z^s e^(−z/2). Because dz/dx = −az, we have d/dx = −a z d/dz. One application of z d/dz multiplies ψ by (s − z/2). The second acts on this factor as well:

(z d/dz)²ψ = [(s − z/2)² − z/2]ψ = [s² − (s + ½)z + z²/4]ψ.

Hence

Hₙψ = ka²[λ² − s² + (s + ½ − λ)z]ψ.

The z² terms have cancelled. The term in z vanishes if s = λ − ½, and ψ is then an eigenfunction. It is normalizable for λ > ½ and has no node, so it is the ground state. Its energy is

E₀ = ka²[λ² − (λ − ½)²] = Dₑ − ka²(λ − ½)².

The bond energy counted from this level is

D₀ = Dₑ − E₀ = ka²(λ − ½)² = (√Dₑ − a√k/2)²,

where a√k λ = √Dₑ was used. Taking the positive root,

√Dₑ = √D₀ + a√k/2.

The reduced mass is μ = 69 × 19/88 u = 14.898 u, which gives k = 1.4030 × 10⁻⁴ eV Å². With √k = 0.011845 eV^½ Å and a/2 = 1 Å⁻¹,

Dₑ = (2.36643 + 0.01185)² eV = 5.656 eV.

The zero-point energy is E₀ = Dₑ − D₀ = 0.056 eV.

*Start of the continuum.* Since A > 0, Vᵢ lies above Dₑ + IE at every finite x, and the mean kinetic energy of a state is not negative. No ion state therefore lies below Dₑ + IE. Well-separated, slow fragments come as close to this energy as desired. Measured from the neutral ground level, the continuum begins at

Dₑ + IE − E₀ = D₀ + IE = 14.7 eV.

The repulsion A does not enter. Using Dₑ in place of D₀ would put the limit 0.056 eV too high in this model.

Diagonalizing both Hamiltonians in a finite box tests this result. The lowest ion level lies about 2.57 meV above the limit when the box ends at x = 4 Å, and about 0.10 meV above it when the box ends at 8 Å. This gap is an effect of the finite box. It contains both the kinetic energy of confinement and the repulsion energy that remains at finite separation, and it shrinks as the fragments are given more room.

*Mean energy deposited.* Assume that ionization is sudden on the time scale of nuclear motion, that the electronic transition strength is constant, and that the outgoing electron has zero kinetic energy. The probability of reaching ion state f, of energy E_f, is then |⟨f|0⟩|², with |0⟩ now the ground state of Hₙ. Let Hᵢ be the ion Hamiltonian. Because its eigenstates form a complete set, the mean final energy is

Σ_f |⟨f|0⟩|² E_f = ⟨0|Hᵢ|0⟩,

with the sum read as an integral over the continuum. The two Hamiltonians have the same kinetic operator, so Hᵢ = Hₙ + Vᵢ − Vₙ. Subtracting the initial energy E₀ leaves the mean ionization energy

⟨W⟩ = ⟨Vᵢ − Vₙ⟩.

The averages follow from the ground state. With dx = −dz/(az), where the sign is absorbed by reversing the limits,

|ψ|² dx ∝ z^(2λ−1) e^(−z) dz/z = z^(2λ−2) e^(−z) dz.

The integrals over z from 0 to ∞ are gamma functions:

⟨z⟩ = Γ(2λ)/Γ(2λ − 1) = 2λ − 1

⟨z²⟩ = Γ(2λ + 1)/Γ(2λ − 1) = 2λ(2λ − 1).

Dividing by 2λ and (2λ)² respectively gives the same number,

⟨e^(−ax)⟩ = ⟨e^(−2ax)⟩ = 1 − 1/(2λ).

The mean neutral potential is therefore

⟨Vₙ⟩ = Dₑ[1 − 2⟨e^(−ax)⟩ + ⟨e^(−2ax)⟩] = Dₑ/(2λ).

To express this through the vibrational quantum, expand Vₙ near x = 0: Vₙ ≈ Dₑa²x² = ½μω²x². Then ω = a√(2Dₑ/μ), and since ħ²/μ = 2k,

ħω = 2a√(kDₑ).

From the definition of λ, Dₑ/λ = a√(kDₑ) = ħω/2, so ⟨Vₙ⟩ = ħω/4. The mean excess above threshold, ε̄ = ⟨W⟩ − (D₀ + IE), is

ε̄ = A[1 − 1/(2λ)] + (Dₑ − D₀) − ħω/4.

The last two terms together are E₀ − ⟨Vₙ⟩, the mean kinetic energy of the nuclei in the neutral ground state, which sudden ionization leaves unchanged. The first term is the mean repulsion energy. For very heavy nuclei k → 0 and λ → ∞, and ε̄ tends to A, the height of the ion curve above its asymptote at x = 0.

The model has λ = 100.39 and ħω = 0.1127 eV. Thus

ε̄ = (1.4925 + 0.0562 − 0.0282) eV ≈ 1.52 eV,

and the mean ionization energy is 14.7 eV + 1.52 eV = 16.22 eV. The sum over the diagonalized ion states agrees with the closed formula.

*Width and lower edge.* In the harmonic approximation the ground state has a position width

σₓ = √(ħ/(2μω)) = √(k/ħω) = 0.035 Å.

At x = 0 the slope of Vₙ vanishes and that of Vᵢ is −aA, so the energy spread is to leading order

aAσₓ ≈ 2.0 × 1.5 × 0.035 eV ≈ 0.11 eV.

Diagonalization gives 0.113 eV. The spread is small compared with the mean excess, so little strength reaches down to the threshold.

A reflection estimate locates the lower edge. A continuum state with excess energy ε is assumed to overlap the ground state mainly near its classical turning point, where A e^(−ax) = ε. Large x then corresponds to small ε. In a Gaussian distribution, one percent of the probability lies beyond x = 2.33σₓ = 0.082 Å, and there

ε = 1.5 eV × e^(−0.164) = 1.27 eV.

The diagonalization places the one-percent point at 1.24 eV, with an uncertainty of about 0.01 eV from the spacing of the box levels. The two differ by about 0.03 eV. The reflection estimate is approximate: it replaces the Morse ground state by a Gaussian and drops the kinetic terms. On the absolute scale this edge is at 15.9 eV, and less than 10⁻⁵ of the strength lies within 1 eV of the threshold.

Suppose that the signal at photon energy W is proportional to the strength accumulated up to W. This is the case if each ion state contributes a constant cross section once it is open; electron impact follows a different law. An experiment on this model that needed one percent of the total strength to register a signal would then report an onset near 15.9 eV, although the threshold is 14.7 eV. A more sensitive one would report a lower onset. The 15.9 eV follows from the chosen model and its parameters and is not a prediction for CF₄. The model also leaves out a coordinate that matters in the real molecule. CF₃⁺ is planar, whereas the CF₃ group in CF₄ is pyramidal, and a density-functional estimate puts the ion frozen in the CF₄ geometry more than 2 eV above its planar minimum, which is more than A. The model uses the adiabatic IE but has no flattening motion, so it sets E_int = 0 and turns the whole excess into translation. It shows one way in which an onset can be delayed, not the full mechanism in CF₄.

The conclusion also depends on the shape of the ion curve. If Vᵢ passed through its asymptotic energy within the width of the neutral ground state, the strength would extend across the dissociation limit, and the onset could coincide with the threshold.

**(e) Division of the released energy**

Let the parent be at rest and neglect the momentum carried or transferred by photon and electrons. The fragments then have equal and opposite momenta of magnitude p:

K(CF₃⁺) = p²/(2m₁), K(F) = p²/(2m₂),

with m₁ = 69 u and m₂ = 19 u. Their sum is

K = p²(m₁ + m₂)/(2m₁m₂).

Dividing the first expression by this sum gives

K(CF₃⁺)/K = m₂/(m₁ + m₂) = 19/88 = 0.216.

The heavier fragment receives the smaller share. If the model fragments start from rest at x = 0, they release K = A = 1.5 eV, of which CF₃⁺ takes 0.324 eV and F takes 1.176 eV. A classical trajectory on the repulsive curve gives the same division.

This provides a way back from an observed onset to the threshold. For a parent at rest, a measured ion energy gives the total release through K = K(CF₃⁺) × 88/19, and the balance of part (c) then gives

E_th = W − K − E_int − Kₑ.

If E_int is unknown, W − K − Kₑ is an upper bound on E_th for cold CF₄, because the omitted term can only lower the result. This requires the true K. At 300 K the thermal motion of the parent adds on average (69/88)(3/2)k_BT = 0.030 eV to the ion energy, which the factor 88/19 turns into an error of 0.14 eV in K. For a release of 1.5 eV, the values of K inferred from single ions also scatter by about 0.5 eV. A cold molecular beam reduces both effects, provided that the common velocity of the beam is subtracted from the measured ion velocity before K(CF₃⁺) is calculated. The fragment energies thus test the thermochemical sum from one side: for cold CF₄, W − K − Kₑ must not fall below D₀ + IE. The bound is tight only if E_int is small or known, and the flattening of CF₃⁺ can leave the real ion vibrationally excited. The computed values are collected in the numerical output below.

Calculated quantities

```
Input bond energy D0: 5.6 eV
Input adiabatic ionization energy IE: 9.1 eV
Threshold for CF3+ + F: 14.7 eV
Same threshold per mole: 1418 kJ/mol
Rounding half-unit of each input: 0.05 eV
Range from rounding: 14.6 to 14.8 eV
Rough input electron affinity of F: 3.4 eV
Threshold for CF3+ + F-: 11.3 eV
Model fragment masses: 69 and 19 u
Model reduced mass: 14.898 u
Model k = hbar^2/(2 mu): 1.4030e-04 eV angstrom^2
Model range parameter a: 2.0 1/angstrom
Model repulsion A: 1.5 eV
Model well depth De: 5.6562 eV
Model zero-point energy De-D0: 0.0562 eV
Model vibrational quantum hbar omega: 0.1127 eV
Model lambda: 100.39 (dimensionless)
Lowest ion level above threshold, box to 4 angstrom: 2.573 meV
Lowest ion level above threshold, box to 8 angstrom: 0.102 meV
Mean excess, diagonalization: 1.5206 eV
Mean excess, closed formula: 1.5206 eV
Standard deviation of excess: 0.113 eV
One-percent edge above threshold: 1.24 eV
Reflection estimate of this edge: 1.27 eV
One-percent edge on absolute scale: 15.9 eV
Mean ionization energy in model: 16.22 eV
Strength within 1 eV of threshold: 6.5e-06 (fraction)
CF3+ share of translational release: 0.216 (fraction)
CF3+ kinetic energy for release A: 0.324 eV
F kinetic energy for release A: 1.176 eV
```
